# Dipolar Hyperfine Integrals from Hermite Derivatives of the Nuclear-Attraction Integral: test program

```python
"""Dipolar hyperfine integrals over Cartesian Gaussians.

Result under test: for V(C) = integral rho(r)/|r-C| d3r, the dipolar tensor
T_ij = integral rho (3 x_i x_j - delta_ij x^2)/|x|^5, x = r-C, is the traceless
part of H_ij = d2V/dC_i dC_j, while trace(H) = -4 pi rho(C).
H is built from Hermite coefficients E and Hermite Coulomb integrals R.
A function is (powers, exponent, centre), unnormalized. p is the summed
exponent, P the product centre, D = P-C, and F_n the Boys function.
Atomic units are used except for hyperfine couplings in MHz.
"""
import math
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gammainc
from pyscf import gto

EYE = np.eye(3)


def boys(order, x):
    """Return F_0 ... F_order, using stable downward recurrence."""
    values = [0.0] * (order + 1)
    decay = math.exp(-x)
    if x < 0.5:
        term = 1.0 / (2 * order + 1)
        total = term
        for k in range(1, 25):
            term *= 2 * x / (2 * order + 2 * k + 1)
            total += term
        values[order] = decay * total
    else:
        s = order + 0.5
        values[order] = math.gamma(s) * gammainc(s, x) / (2 * x**s)
    for n in range(order - 1, -1, -1):
        values[n] = (2 * x * values[n + 1] + decay) / (2 * n + 1)
    return values


def hermite_coefficients(i, j, a, b, xa, xb):
    """One-dimensional expansion of a Gaussian product."""
    p = a + b
    centre = (a * xa + b * xb) / p
    coeff = [math.exp(-a * b / p * (xa - xb)**2)]
    for shift in [centre - xa] * i + [centre - xb] * j:
        old = coeff + [0.0, 0.0]
        coeff = [(old[t - 1] / (2 * p) if t else 0.0)
                 + shift * old[t] + (t + 1) * old[t + 1]
                 for t in range(len(coeff) + 1)]
    return coeff


@lru_cache(None)
def recursion_plan(total):
    """How to lower each Hermite index triple of the given total order."""
    plan = []
    for t in range(total + 1):
        for u in range(total - t + 1):
            q = (t, u, total - t - u)
            axis = next(k for k in range(3) if q[k] > 0)
            one = tuple(q[k] - (k == axis) for k in range(3))
            two = None
            if q[axis] > 1:
                two = tuple(q[k] - 2 * (k == axis) for k in range(3))
            plan.append((q, axis, one, two, q[axis] - 1))
    return plan


def hermite_coulomb(order, p, D):
    """All derivatives of F_0(p D^2) up to the given total order."""
    F = boys(order, p * sum(d * d for d in D))
    upper = {}
    for n in range(order, -1, -1):
        current = {(0, 0, 0): (-2 * p)**n * F[n]}
        for total in range(1, order - n + 1):
            for q, axis, one, two, factor in recursion_plan(total):
                value = D[axis] * upper[one]
                if two is not None:
                    value += factor * upper[two]
                current[q] = value
        upper = current
    return upper


def attraction_hessian(f, g, C):
    """Second derivatives of the positive attraction integral."""
    (la, a, A), (lb, b, B) = f, g
    p = a + b
    D = [(a * A[k] + b * B[k]) / p - C[k] for k in range(3)]
    E = [hermite_coefficients(la[k], lb[k], a, b, A[k], B[k])
         for k in range(3)]
    R = hermite_coulomb(sum(la) + sum(lb) + 2, p, D)
    xx = yy = zz = xy = xz = yz = 0.0
    for t, ex in enumerate(E[0]):
        for u, ey in enumerate(E[1]):
            for v, ez in enumerate(E[2]):
                c = ex * ey * ez
                if c == 0.0:
                    continue
                xx += c * R[t + 2, u, v]
                yy += c * R[t, u + 2, v]
                zz += c * R[t, u, v + 2]
                xy += c * R[t + 1, u + 1, v]
                xz += c * R[t + 1, u, v + 1]
                yz += c * R[t, u + 1, v + 1]
    return 2 * math.pi / p * np.array(
        [[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])


def traceless(H):
    return H - EYE * np.trace(H) / 3


def evaluate(f, points):
    powers, exponent, centre = f
    x = points - np.asarray(centre)
    result = np.exp(-exponent * np.sum(x * x, axis=-1))
    for k in range(3):
        if powers[k]:
            result = result * x[..., k]**powers[k]
    return result


def norm(f):
    powers, a, _ = f
    odd = math.prod(math.prod(range(1, 2 * k, 2)) for k in powers)
    return (2*a/math.pi)**0.75 * (4*a)**(sum(powers)/2) / math.sqrt(odd)


# Boys functions from their defining integral.
for x in (0.0, 0.3, 0.7, 5.0, 60.0):
    for n, value in enumerate(boys(8, x)):
        direct = float(mp.quad(lambda s: s**(2*n) * mp.exp(-x*s*s),
                               [0, 0.25, 0.5, 1]))
        assert abs(value - direct) < 1e-11 * direct

# Spherical product grid about the probe nucleus.
gr, wr = np.polynomial.legendre.leggauss(60)
gr, wr = 4 * (gr + 1), 4 * wr
gm, wm = np.polynomial.legendre.leggauss(40)
phi = 2 * math.pi * np.arange(48) / 48
sine = np.sqrt(1 - gm**2)
directions = np.stack([np.outer(sine, np.cos(phi)),
                       np.outer(sine, np.sin(phi)),
                       np.outer(gm, np.ones(48))], axis=-1).reshape(-1, 3)
w_angle = np.repeat(wm, 48) * 2 * math.pi / 48
offsets = gr[:, None, None] * directions[None, :, :]


def numerical_potential(f, g, C):
    points = offsets + C
    rho = evaluate(f, points) * evaluate(g, points)
    return float((wr * gr) @ (rho @ w_angle))


def numerical_dipole(f, g, C):
    points = offsets + C
    rho = evaluate(f, points) * evaluate(g, points)
    result = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            angular = 3*directions[:, i]*directions[:, j] - (i == j)
            result[i, j] = (wr / gr) @ (rho @ (w_angle * angular))
    return result


def biot_savart(f, g, C):
    """Column j is the field at C for magnetization rho times axis j."""
    points = offsets + C
    step = 1e-4
    gradient = np.empty_like(points)
    for k in range(3):
        plus, minus = points + step*EYE[k], points - step*EYE[k]
        gradient[..., k] = (evaluate(f, plus)*evaluate(g, plus)
                            - evaluate(f, minus)*evaluate(g, minus))/(2*step)
    field = np.zeros((3, 3))
    for j in range(3):
        current = np.cross(gradient, EYE[j])
        integrand = np.cross(current, -directions[None, :, :])
        field[:, j] = np.einsum('r,a,rai->i', wr, w_angle, integrand)
    return field


s_near = ((0, 0, 0), 0.8, (0.0, 0.0, 0.0))
p_near = ((0, 0, 1), 0.8, (0.0, 0.0, 0.0))
s_far = ((0, 0, 0), 0.4, (0.0, 0.0, 1.5))
origin = np.zeros(3)
test_pairs = [
    (s_near, s_far, origin),
    (p_near, s_far, origin),
    (((1, 1, 0), 0.8, (0.1, -0.3, 0.2)),
     ((0, 0, 1), 1.1, (-0.4, 0.5, 0.3)), np.array([0.3, 0.2, -0.5])),
    (((0, 0, 0), 0.9, (0.2, 0.1, -0.1)),
     ((0, 0, 2), 0.6, (-0.3, 0.4, 0.5)), np.array([0.2, 0.1, -0.1]))]
dip_error = fd_error = field_error = 0.0
for f, g, C in test_pairs:
    H = attraction_hessian(f, g, C)
    T = traceless(H)
    rho_C = float(evaluate(f, C) * evaluate(g, C))
    assert abs(np.trace(H) + 4*math.pi*rho_C) < 1e-10
    dip_error = max(dip_error, np.max(abs(T - numerical_dipole(f, g, C))))
    contact = 8 * math.pi / 3 * rho_C * EYE
    field_error = max(field_error,
                      np.max(abs(T + contact - biot_savart(f, g, C))))
    h = 1e-3
    finite = np.zeros((3, 3))
    middle = numerical_potential(f, g, C)
    for i in range(3):
        di = h * EYE[i]
        finite[i, i] = (numerical_potential(f, g, C + di) - 2*middle
                        + numerical_potential(f, g, C - di)) / h**2
        for j in range(i):
            dj = h * EYE[j]
            mixed = (numerical_potential(f, g, C + di + dj)
                     - numerical_potential(f, g, C + di - dj)
                     - numerical_potential(f, g, C - di + dj)
                     + numerical_potential(f, g, C - di - dj)) / (4*h*h)
            finite[i, j] = finite[j, i] = mixed
    fd_error = max(fd_error, np.max(abs(H - finite)))
assert dip_error < 1e-8
assert field_error < 1e-6  # central-difference density gradients
assert fd_error < 3e-5    # second-order differences with step 0.001

# A centred p function has T_zz = (4/5) <r^-3>.
p_test = ((0, 0, 1), 0.7, (0.0, 0.0, 0.0))
top = quad(lambda r: r * math.exp(-1.4*r*r), 0, np.inf)[0]
bottom = quad(lambda r: r**4 * math.exp(-1.4*r*r), 0, np.inf)[0]
T_p = norm(p_test)**2 * traceless(attraction_hessian(p_test, p_test, origin))
assert abs(T_p[2, 2] - 0.8 * top / bottom) < 1e-9

# Hand-sized pair and its closed s-s formula.
pair_p = s_near[1] + s_far[1]
pair_z = s_far[1] * s_far[2][2] / pair_p
pair_x = pair_p * pair_z**2
pair_F = boys(3, pair_x)
pair_R = hermite_coulomb(3, pair_p, [0.0, 0.0, pair_z])
E_ss = hermite_coefficients(0, 0, 0.8, 0.4, 0.0, 1.5)
E_ps = hermite_coefficients(1, 0, 0.8, 0.4, 0.0, 1.5)
H_ss = attraction_hessian(s_near, s_far, origin)
T_ss = traceless(H_ss)
H_ps = attraction_hessian(p_near, s_far, origin)
T_ps = traceless(H_ps)
closed = 8*math.pi*pair_p*E_ss[0]*pair_F[2]*(2/3)*pair_z**2
assert abs(T_ss[2, 2] - closed) < 1e-11

bond = 2.0


def solve_h2plus(ns, npp, nd):
    """Lowest sigma orbital in an even-tempered two-centre basis."""
    basis = []
    for l, count, first in ((0, ns, 0.05), (1, npp, 0.15), (2, nd, 0.3)):
        basis += [[l, [first * 2.5**k, 1.0]] for k in range(count)]
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, bond)]],
                unit='Bohr', basis={'H': basis}, charge=1, spin=1,
                cart=True, verbose=0)
    functions = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        exponent = float(mol.bas_exp(shell)[0])
        centre = tuple(float(x) for x in mol.bas_coord(shell))
        for i in range(l, -1, -1):
            for j in range(l - i, -1, -1):
                functions.append(((i, j, l-i-j), exponent, centre))
    keep = [k for k, f in enumerate(functions)
            if f[0][0] % 2 == 0 and f[0][1] % 2 == 0]
    select = np.ix_(keep, keep)
    S = mol.intor('int1e_ovlp')
    scale = 1 / np.sqrt(np.diag(S)[keep])
    weights = np.outer(scale, scale)
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    energies, orbitals = eigh(h[select]*weights, S[select]*weights)
    functions = [functions[k] for k in keep]
    norms = np.array([norm(f) for f in functions])
    n = len(functions)
    matrix = np.zeros((3, 3, n, n))
    for i in range(n):
        for j in range(i + 1):
            block = attraction_hessian(functions[i], functions[j], origin)
            matrix[:, :, i, j] = block * norms[i] * norms[j]
            matrix[:, :, j, i] = matrix[:, :, i, j]
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        nao = mol.nao_nr()
        library = (mol.intor('int1e_ipiprinv', comp=9)
                   + mol.intor('int1e_iprinvip', comp=9))
        library = library.reshape(3, 3, nao, nao)
    library = library + library.transpose(0, 1, 3, 2)
    library = library[:, :, keep, :][:, :, :, keep] * weights
    size = np.array([np.max(abs(matrix[:, :, k, k])) for k in range(n)])
    allowed = 1e-8 * (1 + np.sqrt(np.outer(size, size)))
    assert np.all(abs(matrix - library) < allowed)
    c = orbitals[:, 0]
    H = np.einsum('i,xyij,j->xy', c, matrix, c)
    amplitudes = c * norms
    psi0 = sum(a*float(evaluate(f, origin))
               for a, f in zip(amplitudes, functions))
    assert abs(np.trace(H) + 4*math.pi*psi0**2) < 1e-7
    return energies[0] + 1/bond, H, psi0**2, functions, amplitudes


def composite_gauss(breaks):
    x, w = np.polynomial.legendre.leggauss(16)
    nodes, weights = [], []
    for low, high in zip(breaks[:-1], breaks[1:]):
        nodes.extend((high-low)*x/2 + (high+low)/2)
        weights.extend((high-low)*w/2)
    return np.array(nodes), np.array(weights)


small = solve_h2plus(10, 5, 2)
large = solve_h2plus(14, 7, 4)
energy, H_mol, density, functions, amplitudes = large
T_mol = traceless(H_mol)
assert energy <= small[0] + 1e-9
assert abs(T_mol[0, 0] - T_mol[1, 1]) < 1e-7

# Molecular dipolar tensor by quadrature, refined near both nuclei.
radius, w_radius = composite_gauss(
    [0, .01, .05, .2, .6, 1.4, 1.8, 1.95, 1.99, 2,
     2.01, 2.05, 2.2, 2.6, 4, 8, 16, 30])
theta, w_theta = composite_gauss([0, .005, .025, .1, .35, 1, 2, math.pi])
rr, tt = np.meshgrid(radius, theta, indexing='ij')
points = np.stack([rr*np.sin(tt), np.zeros_like(rr), rr*np.cos(tt)], axis=-1)
psi = sum(a * evaluate(f, points) for a, f in zip(amplitudes, functions))
angular = w_theta * np.sin(theta) * (3*np.cos(theta)**2 - 1)
T_quad = 2*math.pi * (w_radius/radius) @ ((psi**2) @ angular)
assert abs(T_quad - T_mol[2, 2]) < 1e-6

# Hyperfine conversion from SI constants, checked through atomic constants.
pc = const.physical_constants
g_e = abs(pc['electron g factor'][0])
g_p = pc['proton g factor'][0]
a0 = pc['Bohr radius'][0]
K = (const.mu_0/(4*math.pi) * g_e * pc['Bohr magneton'][0]
     * g_p * pc['nuclear magneton'][0] / (const.h * a0**3) / 1e6)
K_atomic = (const.alpha**2 * g_e * g_p * const.m_e/(4*const.m_p)
            * pc['Hartree energy'][0] / const.h / 1e6)
assert abs(K/K_atomic - 1) < 1e-7
A_iso = K * 8*math.pi/3 * density
A_dip = K * T_mol


def show(label, value, unit, digits=8):
    print(f"{label}: {value:.{digits}f} {unit}")


print("HAND-SIZED PAIR, unnormalized, atomic units")
show("exponent at nucleus", s_near[1], "bohr^-2", 1)
show("other exponent", s_far[1], "bohr^-2", 1)
show("centre separation", s_far[2][2], "bohr", 1)
show("summed exponent p", pair_p, "bohr^-2", 1)
show("product-centre displacement D_z", pair_z, "bohr", 3)
show("Boys argument", pair_x, "(dimensionless)", 3)
for n in range(4):
    show(f"F_{n}", pair_F[n], "(dimensionless)")
show("s-s E_0", E_ss[0], "(dimensionless)")
show("pz-s E_0", E_ps[0], "bohr")
show("pz-s E_1", E_ps[1], "bohr^2")
for q in ((2, 0, 0), (0, 0, 2)):
    show(f"R_{q}", pair_R[q], "bohr^-2")
for q in ((0, 0, 1), (2, 0, 1), (0, 0, 3)):
    show(f"R_{q}", pair_R[q], f"bohr^-{sum(q)}")
show("s-s H_xx", H_ss[0, 0], "a.u.")
show("s-s H_zz", H_ss[2, 2], "a.u.")
show("s-s trace H", np.trace(H_ss), "a.u.")
show("s-s T_xx", T_ss[0, 0], "a.u.")
show("s-s T_zz", T_ss[2, 2], "a.u.")
show("pz-s H_xx", H_ps[0, 0], "a.u.")
show("pz-s H_zz", H_ps[2, 2], "a.u.")
show("pz-s T_zz", T_ps[2, 2], "a.u.")
print(f"largest dipole quadrature difference: {dip_error:.1e} a.u.")
print(f"largest finite-difference difference: {fd_error:.1e} a.u.")
print(f"largest Biot-Savart difference: {field_error:.1e} a.u.")
print("H2+, clamped nuclei; s/p/d shells per centre: 10/5/2 and 14/7/4")
show("bond length", bond, "bohr", 1)
show("small-basis total energy", small[0], "hartree")
show("large-basis total energy", energy, "hartree")
show("small-basis T_zz", traceless(small[1])[2, 2], "bohr^-3")
show("large-basis T_zz", T_mol[2, 2], "bohr^-3")
show("large-basis T_xx", T_mol[0, 0], "bohr^-3")
show("quadrature T_zz", T_quad, "bohr^-3")
show("half electron at other proton, T_zz", 1/bond**3, "bohr^-3", 6)
show("small-basis density at proton", small[2], "bohr^-3", 6)
show("large-basis density at proton", density, "bohr^-3", 6)
show("untreated H_zz", H_mol[2, 2], "bohr^-3", 6)
show("trace H", np.trace(H_mol), "bohr^-3", 6)
show("conversion K", K, "MHz bohr^3", 5)
show("dipolar A_zz", A_dip[2, 2], "MHz", 3)
show("dipolar A_xx", A_dip[0, 0], "MHz", 3)
show("contact A_iso", A_iso, "MHz", 2)
show("total A_parallel", A_iso + A_dip[2, 2], "MHz", 2)
show("total A_perpendicular", A_iso + A_dip[0, 0], "MHz", 2)
show("wrong dipolar A_zz with trace left in", K*H_mol[2, 2], "MHz", 2)
print("tests ok")
```

Output:

```
HAND-SIZED PAIR, unnormalized, atomic units
exponent at nucleus: 0.8 bohr^-2
other exponent: 0.4 bohr^-2
centre separation: 1.5 bohr
summed exponent p: 1.2 bohr^-2
product-centre displacement D_z: 0.500 bohr
Boys argument: 0.300 (dimensionless)
F_0: 0.90839288 (dimensionless)
F_1: 0.27929109 (dimensionless)
F_2: 0.16175844 (dimensionless)
F_3: 0.11328992 (dimensionless)
s-s E_0: 0.54881164 (dimensionless)
pz-s E_0: 0.27440582 bohr
pz-s E_1: 0.22867152 bohr^2
R_(2, 0, 0): -0.67029863 bohr^-2
R_(0, 0, 2): -0.43736648 bohr^-2
R_(0, 0, 1): -0.33514931 bohr^-1
R_(2, 0, 1): 0.46586429 bohr^-3
R_(0, 0, 3): 1.20182789 bohr^-3
s-s H_xx: -1.92615070 a.u.
s-s H_zz: -1.25680363 a.u.
s-s trace H: -5.10910502 a.u.
s-s T_xx: -0.22311569 a.u.
s-s T_zz: 0.44623138 a.u.
pz-s H_xx: -0.40528613 a.u.
pz-s H_zz: 0.81057226 a.u.
pz-s T_zz: 0.81057226 a.u.
largest dipole quadrature difference: 2.4e-13 a.u.
largest finite-difference difference: 7.5e-07 a.u.
largest Biot-Savart difference: 2.7e-08 a.u.
H2+, clamped nuclei; s/p/d shells per centre: 10/5/2 and 14/7/4
bond length: 2.0 bohr
small-basis total energy: -0.60260248 hartree
large-basis total energy: -0.60262894 hartree
small-basis T_zz: 0.16239184 bohr^-3
large-basis T_zz: 0.16542337 bohr^-3
large-basis T_xx: -0.08271169 bohr^-3
quadrature T_zz: 0.16542337 bohr^-3
half electron at other proton, T_zz: 0.125000 bohr^-3
small-basis density at proton: 0.200594 bohr^-3
large-basis density at proton: 0.208207 bohr^-3
untreated H_zz: -0.706711 bohr^-3
trace H: -2.616402 bohr^-3
conversion K: 533.55284 MHz bohr^3
dipolar A_zz: 88.262 MHz
dipolar A_xx: -44.131 MHz
contact A_iso: 930.66 MHz
total A_parallel: 1018.92 MHz
total A_perpendicular: 886.53 MHz
wrong dipolar A_zz with trace left in: -377.07 MHz
tests ok
```
